# Matching photon mass and momentum cutoff in the S-state Lamb shift

## 1. The situation and the result

An electron bound to a fixed point charge emits and reabsorbs virtual photons. A photon of energy comparable with the atomic level spacings leaves the atom time to respond, so the whole atomic spectrum matters. A much harder photon sees a nearly free electron that is briefly scattered by the nucleus. The two regimes need different calculations, and here they are regulated differently: the relativistic vertex by a photon mass $\lambda$, the atomic calculation by a largest photon momentum $k_{\min}$. To add them, one must know which $\lambda$ corresponds to which $k_{\min}$.

Units are $\hbar=c=1$, $e^2=4\pi\alpha$, with metric $(+,-,-,-)$. The potential energy is $V=-Z\alpha/r$, the nucleus has infinite mass, and $Z\alpha\ll1$. It is shown below that

$$\ln\lambda=\ln 2k_{\min}-\tfrac56 ,\qquad (1)$$

$$\Delta E=U_n\,\frac43\left[\ln\frac1{(Z\alpha)^2}-\ln k_0+\frac56\right],\qquad U_n=\frac{\alpha}{\pi}\frac{(Z\alpha)^4m}{n^3}. \qquad (2)$$

Equation (2) is the one-loop self-energy of an $nS$ state at order $\alpha(Z\alpha)^4$, including the anomalous magnetic moment. Vacuum polarization, recoil, nuclear size and higher orders are left out. The number $k_0$ is the Bethe mean excitation energy in units of $(Z\alpha)^2m/2$.

The cutoff is placed in the window $(Z\alpha)^2m\ll k_{\min}\ll Z\alpha m$. The lower limit lets binding energies be neglected beside hard photon energies. The upper limit makes soft wavelengths long compared with the atom.

## 2. The vertex with a photon mass

Let $p$ and $p'=p+q$ be on-shell electron momenta, and $k$, $k'=k+q$ the internal ones. In Feynman gauge the factors $(-i)(-ie)^2(i)^2=-ie^2$ give

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\slashed k'+m)\gamma^\mu(\slashed k+m)\gamma_\nu}{[(k-p)^2-\lambda^2][k'^2-m^2][k^2-m^2]} .$$

Contracting $\nu$ turns the numerator into $-2N^\mu$, with

$$N^\mu=\slashed k\gamma^\mu\slashed k'+m^2\gamma^\mu-2m(k+k')^\mu .$$

Assign Feynman parameters $x,y,z$, with $x+y+z=1$, to the $k$, $k'$ and photon denominators, and set $\ell=k+yq-zp$. Since $p'^2=m^2$ implies $2p\cdot q=-q^2$, completing the square gives the denominator $(\ell^2-\Delta)^3$ with

$$\Delta=(1-z)^2m^2-xyq^2+z\lambda^2 .$$

**Numerator.** Terms linear in $\ell$ integrate to zero. The quadratic term averages to $\slashed\ell\gamma^\mu\slashed\ell\to-\tfrac12\ell^2\gamma^\mu$. For the rest, use $\bar u'\slashed p'=m\bar u'$ on the left and $\slashed pu=mu$ on the right:

$$\slashed k\to zm-(1-x)\slashed q,\qquad \slashed k'\to zm+(1-y)\slashed q .$$

Between the spinors,

$$\gamma^\mu\slashed q\to2p'^\mu-2m\gamma^\mu,\quad \slashed q\gamma^\mu\to2m\gamma^\mu-2p^\mu,\quad \slashed q\gamma^\mu\slashed q\to-q^2\gamma^\mu .$$

Because $\Delta$ is symmetric in $x$ and $y$, each of $1-x$ and $1-y$ may be replaced by $(1+z)/2$ in the terms linear in $\slashed q$. With $P=p+p'$, the product becomes

$$[z^2m^2+(1-x)(1-y)q^2-2m^2z(1+z)]\gamma^\mu+mz(1+z)P^\mu .$$

By the same symmetry $-2m(k+k')^\mu\to-2mzP^\mu$. The total coefficient of $P^\mu$ is therefore $-mz(1-z)$. The Gordon identity $P^\mu\to2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ then yields

$$N^\mu\to\gamma^\mu\left[-\tfrac12\ell^2+A\right]+\frac{i\sigma^{\mu\nu}q_\nu}{2m}\,2m^2z(1-z),$$
$$A=(1-x)(1-y)q^2+(1-4z+z^2)m^2 .$$

**Loop integral.** The Feynman formula contributes a factor 2, so the prefactor is $4ie^2$. Rotating $\ell^0=i\ell_E^0$,

$$\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{\ell_E^3\,d\ell_E}{(\ell_E^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}.$$

Thus $A$ contributes $\alpha A/(2\pi\Delta)$. The $\ell^2$ term diverges, but its derivative with respect to $\Delta$ converges:

$$\frac{d}{d\Delta}\int_0^\infty\!\frac{\ell_E^5\,d\ell_E}{(\ell_E^2+\Delta)^3}=-\frac1{2\Delta}.$$

It therefore contributes $-(\alpha/2\pi)\ln\Delta$ plus a constant independent of $q$. Wave-function renormalization fixes $F_1(0)=1$ and removes that constant.

**Slope.** Set $m=1$ and $s=1-z=x+y$. Differentiate at $q^2=0$, using $\partial\Delta/\partial q^2=-xy$. The integrals over $x$ at fixed $s$ are $\int xy\,dx=s^3/6$ and $\int(1-x)(1-y)\,dx=s(1-s)+s^3/6$. For small $\lambda$, $\Delta$ may be replaced by $s^2+\lambda^2$, with an error that vanishes with $\lambda$:

$$F_1'(0)=\frac\alpha{2\pi}\int_0^1\!ds\left[\frac{s-s^2+s^3/3}{s^2+\lambda^2}+\frac{(-2+2s+s^2)s^3}{6(s^2+\lambda^2)^2}\right].$$

With $L=\ln(1/\lambda)$, the first fraction gives $L-1+\tfrac16$. In the second, $\int_0^1 s^3ds/(s^2+\lambda^2)^2\to L-\tfrac12$, so it gives $-\tfrac13(L-\tfrac12)+\tfrac13+\tfrac1{12}$. The sum is $\tfrac23L-\tfrac14$. Restoring $m$,

$$F_1'(0)=\frac{\alpha}{3\pi m^2}\left[\ln\frac m\lambda-\frac38\right]. \qquad (3)$$

The magnetic form factor has no infrared divergence:

$$F_2(0)=\frac\alpha{2\pi}\int_0^1\!ds\,s\,\frac{2(1-s)s}{s^2}=\frac\alpha{2\pi}. \qquad (4)$$

## 3. Translating the photon mass into a cutoff

Choose an auxiliary momentum $K$ with $\lambda,k_{\min}\ll K\ll m$. Photons above $K$ do not notice either infrared regulator, up to powers of the small ratios. It remains to compare the contributions below $K$.

From here to equation (5), $k$ denotes the photon momentum. For soft photons, $\bar u'\gamma^\nu(\slashed p'+m)=2p'^\nu\bar u'$, and similarly on the other side. The vertex diagram multiplies $\gamma^\mu$ by

$$-ie^2\int\!\frac{d^4k}{(2\pi)^4}\frac{p\cdot p'}{(k^2-\lambda^2+i\epsilon)(p'\cdot k-i\epsilon)(p\cdot k-i\epsilon)} .$$

Both soft electron poles lie in the upper half of the $k^0$ plane. Closing the contour below picks up the photon pole at $k^0=\omega=\sqrt{\mathbf k^2+\lambda^2}$. The full propagators also have a pole near $k^0=2m$, but its contribution from $|\mathbf k|<K$ has no infrared enhancement and vanishes as a power of $K/m$. The result is

$$-e^2\int\!\frac{d^3k}{(2\pi)^32\omega}\frac{p\cdot p'}{(p'\cdot k)(p\cdot k)} .$$

Wave-function renormalization must cancel this when $p'=p$. Each external leg supplies half of the cancelling term, evaluated with its own momentum. Adding the two halves completes a square:

$$\delta F_1=-\frac{e^2}{2}\int\!\frac{d^3k}{(2\pi)^32\omega}(-J^2),\qquad J=\frac{p'}{p'\cdot k}-\frac{p}{p\cdot k}.$$

For slow electrons, $p\simeq m(1,\mathbf v)$ and $p\cdot k\simeq m\omega(1-\mathbf v\cdot\mathbf k/\omega)$. To first order in velocity, with $\mathbf u=\mathbf v'-\mathbf v=\mathbf q/m$,

$$\mathbf J=\frac{\mathbf u}{\omega},\qquad J^0=\frac{\mathbf u\cdot\mathbf k}{\omega^2},\qquad \langle-J^2\rangle=\frac{\mathbf u^2}{\omega^2}\left(1-\frac{k^2}{3\omega^2}\right).$$

The angular average is $\langle(\mathbf u\cdot\mathbf k)^2\rangle=\mathbf u^2k^2/3$, and $k$ now means $|\mathbf k|$. For a massless photon the bracket is $2/3$, the fraction left by two transverse polarizations. For a massive photon it rises towards 1 when $k\ll\lambda$. This difference, together with $\omega\ne k$, produces the matching constant.

The prefactor is $(e^2/2)\,4\pi/(16\pi^3)=\alpha/2\pi$. Since $q^2=-\mathbf q^2$ for this elastic transfer, the contribution to the slope is $\delta F_1'=(\alpha/2\pi m^2)I$. With a photon mass, substitute $k=\lambda\sinh\theta$:

$$I_\lambda=\int_0^K\!dk\,\frac{k^2}{\omega^3}\left(1-\frac{k^2}{3\omega^2}\right)=\int_0^\Theta\!d\theta\left(\tanh^2\theta-\tfrac13\tanh^4\theta\right).$$

For $K\gg\lambda$, $\Theta\to\ln(2K/\lambda)$, while the two integrals tend to $\Theta-1$ and $\Theta-\tfrac43$. Hence

$$I_\lambda=\frac23\ln\frac{2K}\lambda-1+\frac49=\frac23\left[\ln\frac{2K}\lambda-\frac56\right]. \qquad (5)$$

With a massless photon restricted to $k_{\min}<k<K$, the integral is $\tfrac23\ln(K/k_{\min})$. Equal vertices require

$$\ln\frac{2K}{\lambda}-\frac56=\ln\frac K{k_{\min}} .$$

$K$ cancels and equation (1) follows, or $\lambda=2e^{-5/6}k_{\min}\simeq0.869\,k_{\min}$. This is an equivalence between two regulators of the slow-electron vertex. It does not give the photon a physical mass, and it need not hold for fast electrons, where the velocity expansion fails.

## 4. The high-energy part

Inserting (1) into (3) gives the slope due to photons above $k_{\min}$:

$$F_1'(0)=\frac\alpha{3\pi m^2}\left[\ln\frac m{2k_{\min}}+\frac56-\frac38\right]. \qquad (6)$$

At this order the free vertex acts once on the Coulomb field. In momentum space $F_1$ multiplies $V$ by $1-F_1'(0)\mathbf q^2$. Since $-\mathbf q^2$ corresponds to $\nabla^2$, this adds $F_1'(0)\nabla^2V$.

The magnetic term also changes the charge coupling. Take $\mathbf p'=-\mathbf p=\mathbf q/2$ and equal spins. Then $\bar u'\gamma^0u=2m$ and $\bar u'u=2E$, where $E^2=m^2+\mathbf q^2/4$. The Gordon identity gives

$$\bar u'i\sigma^{0\nu}q_\nu u=2m(2m)-2E(2E)=-\mathbf q^2 .$$

Multiplying by $F_2/2m$ and dividing by $2m$ gives a relative change $-F_2\mathbf q^2/4m^2$. In a general frame there is also a spin-orbit term, which vanishes in an S state. Thus

$$\delta V=\left[F_1'(0)+\frac{F_2(0)}{4m^2}\right]\nabla^2V,\qquad \nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r).$$

For a hydrogenic S state $|\psi(0)|^2=(Z\alpha m)^3/(\pi n^3)$, so $\langle\nabla^2V\rangle=4(Z\alpha)^4m^3/n^3$. First-order perturbation theory gives

$$\frac{E_{\rm high}}{U_n}=\frac43\left[\ln\frac m{2k_{\min}}+\frac56-\frac38\right]+\frac12=\frac43\left[\ln\frac m{2k_{\min}}+\frac56\right]. \qquad (7)$$

The constant $-\tfrac43\cdot\tfrac38=-\tfrac12$ is cancelled by the anomalous moment. An implementation that adds a separate magnetic term to equation (2) for S states would count it twice.

## 5. The low-energy part

Below $k_{\min}$ the dipole approximation applies. Let $\mathbf p$ now be the momentum operator and $\Delta_n=E_n-E_a$. Second-order perturbation theory in the coupling $e\,\mathbf p\cdot\mathbf A/m$, with a polarization average of $2/3$, gives

$$-\frac{2\alpha}{3\pi m^2}\int_0^{k_{\min}}\!k\,dk\sum_n\frac{|\mathbf p_{na}|^2}{\Delta_n+k}.$$

A free electron with the same $\langle\mathbf p^2\rangle$ would have the integrand $\sum_n|\mathbf p_{na}|^2$. That part is a change of mass in the kinetic energy and is already contained in the measured $m$. The $\mathbf A^2$ term is independent of the state and cancels too. Subtracting uses $1-k/(\Delta_n+k)=\Delta_n/(\Delta_n+k)$:

$$E_{\rm low}=\frac{2\alpha}{3\pi m^2}\sum_n|\mathbf p_{na}|^2\Delta_n\ln\frac{k_{\min}}{|\Delta_n|}. \qquad (8)$$

Here $k_{\min}\gg|\Delta_n|$ was used, with a principal value for lower-lying states. A degenerate state has zero weight.

The total weight follows from $[H,p_i]=i\partial_iV$:

$$\sum_n|\mathbf p_{na}|^2\Delta_n=\tfrac12\langle[p_i,[H,p_i]]\rangle=\tfrac12\langle\nabla^2V\rangle=\frac{2(Z\alpha)^4m^3}{n^3}. \qquad (9)$$

Define $\ln\langle E\rangle$ as the average of $\ln|\Delta_n|$ with weights $|\mathbf p_{na}|^2\Delta_n$. Then

$$\frac{E_{\rm low}}{U_n}=\frac43\ln\frac{k_{\min}}{\langle E\rangle},\qquad \langle E\rangle=\frac{k_0(Z\alpha)^2m}{2}. \qquad (10)$$

For numerical work, the same commutator gives $|\mathbf p_{na}|^2\Delta_n=|(\nabla V)_{na}|^2/\Delta_n$ for $\Delta_n\neq0$. This force form is the one used for the basis-set values below.

## 6. The sum and its limits

Adding (7) and (10) removes $k_{\min}$:

$$\frac{\Delta E}{U_n}=\frac43\left[\ln\frac{m}{2\langle E\rangle}+\frac56\right].$$

Since $2\langle E\rangle=k_0(Z\alpha)^2m$, this is equation (2). The factor 2 in the matching rule is absorbed by measuring $k_0$ in units of $(Z\alpha)^2m/2$. If a table uses $(Z\alpha)^2m$ instead, its logarithm must be increased by $\ln2$ before use.

The separate parts are asymptotic, because the sum in (8) has a long high-energy tail. For 1S, use units $Z\alpha=m=1$ and let $P$ be the momentum of a fast final electron. The energy-normalized free $p$ wave is $\sqrt{2P/\pi}\,j_1(Pr)$, and the radial function near the nucleus is 2. With $\int_0^\infty j_1(Pr)\,dr=1/P$, the squared force element is $8/(\pi P)$. Dividing by $\Delta_n\simeq P^2/2$, multiplying by $dE=P\,dP$ and dividing by the total weight 2 gives the fraction $8\,dP/(\pi P^2)$. The neglected $\ln(1+\Delta_n/k_{\min})$ then averages to

$$\int_0^\infty\!\frac{8\,dP}{\pi P^2}\ln\left(1+\frac{P^2}{2\kappa}\right)=\frac8{\sqrt{2\kappa}},\qquad \kappa=\frac{k_{\min}}{(Z\alpha)^2m}\gg1 .$$

The computed remainder is 0.470 at $\kappa=10^2$, 0.0547 at $10^4$ and 0.0056 at $10^6$. At $\kappa=10^2$ it is still 17 percent below the tail law. In energy that law reads $\tfrac43\cdot8\,U_1/\sqrt{2\kappa}\simeq7.5\,U_1/\sqrt\kappa$, which scales as $\alpha(Z\alpha)^5m\sqrt{m/k_{\min}}$. It is one power of $Z\alpha$ beyond equation (2) only at fixed $k_{\min}/m$; inside the window of Section 1 the factor $1/\sqrt\kappa$ lies between $\sqrt{Z\alpha}$ and 1. As the complete shift cannot depend on $k_{\min}$, the high-energy part must contain an opposite term of the same form.

Equation (2) fails when $Z\alpha$ is not small. It also does not apply to $l>0$: there $\psi(0)=0$, the weight (9) vanishes, and the spin-orbit part of the magnetic term survives. The low-energy part survives too: the weights in (8) sum to zero, which removes $k_{\min}$, but their sum with $\ln|\Delta_n|$ does not vanish. For 2P it contributes about $+0.040\,U_2$.

## 7. Worked example

Take a model Coulomb centre with $Z\alpha=0.01$. Diagonalization gives $\ln k_0=2.9841$ for 1S and $2.8118$ for 2S. An independent Green-function calculation also gives $2.9841$ for 1S. With $\ln(Z\alpha)^{-2}=9.2103$, the coefficients $C=\Delta E/U_n$ are

$$C_{1S}=\tfrac43(9.2103-2.9841+0.8333)=9.413,$$
$$C_{2S}=\tfrac43(9.21034-2.81177+0.83333)=9.643 .$$

The energy units are $U_1=11.870\ \mu$eV and $U_2=1.4837\ \mu$eV. Therefore

$$\Delta E_{1S}=11.870\times9.413=111.7\ \mu\text{eV},\qquad \Delta E_{2S}=1.4837\times9.643=14.3\ \mu\text{eV},$$

or about 27,000 MHz and 3,460 MHz. Both levels move up. The $5/6$ term supplies $13.2\ \mu$eV of the 1S shift, about 12 percent. These are leading-order values; corrections of higher order in $Z\alpha$ are not computed here. They are also the self-energy part only: vacuum polarization, left out here, is of the same order $\alpha(Z\alpha)^4$ and at that order lowers the 1S level by $\tfrac4{15}U_1\simeq0.27\,U_1$, some 3 percent of the shift. As estimates of the full level shift, the values above are therefore good to a few percent at best; the further digits serve only to check the arithmetic.

The 1S bookkeeping for two cutoffs, in units of $U_1$, is:

| $k_{\min}/m$ | $F_1$ part | $F_2$ part | low part | sum |
|---|---|---|---|---|
| 0.001 | 8.8973 | 0.5000 | 0.0155 | 9.4127 |
| 0.003 | 7.4324 | 0.5000 | 1.4803 | 9.4127 |

Tripling $k_{\min}$ moves $\tfrac43\ln3=1.465$ from one part to the other. The first cutoff nearly equals $\langle E\rangle=\tfrac12(19.769)(10^{-4})m=0.00099\,m$, which is why its low part is almost zero. These cutoffs correspond to $\kappa=10$ and 30, where the remainder of Section 6 is not small. The individual entries are therefore pieces of an asymptotic expansion, not physical energies of soft and hard photons. Their sum is the coefficient to implement.

The numerical check checks the vertex algebra, the matching constant, the Bethe logarithm and the assembled 1S coefficient numerically.

## Calculated quantities

```
Z alpha (model input)                    0.010
alpha                                    0.007297353
electron rest energy                     510998.95 eV
test photon mass lambda/m                1.0e-06
F1 slope, quadrature [alpha/(3 pi m^2)]  13.44051
ln(m/lambda) - 3/8                       13.44051
F2(0), quadrature [alpha/(2 pi)]         1.00000
soft integral at K/lambda = 1e4          6.046769
matching constant, quadrature            0.833333
5/6                                      0.833333
matched lambda/k_min                     0.86920
1S sum rule / (2/n^3)                    1.0000000
1S ln k0, basis                          2.9841
1S k0 [(Z alpha)^2 m/2]                  19.769
2S sum rule / (2/n^3)                    0.9999998
2S ln k0, basis                          2.8118
2S k0 [(Z alpha)^2 m/2]                  16.639
1S ln k0, Green function                 2.9841
1S log remainder, k_min/((Z alpha)^2 m)=1e+02: 0.46975
1S log remainder, k_min/((Z alpha)^2 m)=1e+04: 0.05474
1S log remainder, k_min/((Z alpha)^2 m)=1e+06: 0.00563
1S log remainder, k_min/((Z alpha)^2 m)=1e+08: 0.00057
1S, k_min/m = 1e-03: F1 part 8.8973, F2 part 0.5000, low part 0.0155, sum 9.4127
1S, k_min/m = 3e-03: F1 part 7.4324, F2 part 0.5000, low part 1.4803, sum 9.4127
ln (Z alpha)^-2                          9.2103
1S coefficient C                         9.4127
1S energy unit                           11.8696 ueV
1S self-energy shift                     111.725 ueV
1S shift as frequency                    27015.0 MHz
1S share of the 5/6 term                 13.188 ueV
2S coefficient C                         9.6425
2S energy unit                           1.4837 ueV
2S self-energy shift                     14.307 ueV
2S shift as frequency                    3459.3 MHz
2S share of the 5/6 term                 1.649 ueV
```
